# Mean-field spin polarisation of an adsorbate at a wide-band electrode

A silver atom far from a metal electrode has one unpaired electron in its outer s orbital. Close to the metal, this electron exchanges with the electrode, and electrons of either spin can occupy the orbital. Coulomb repulsion between two electrons in the orbital favours one spin at a time, while exchange with the metal favours equal occupation. How strong must the repulsion be for a mean-field description to give the adsorbate a moment?

## The model

The adsorbate has one orbital, with creation operator $c_\sigma^\dagger$ for spin $\sigma$ and number operator $\hat n_\sigma=c_\sigma^\dagger c_\sigma$. The electrode has orbitals $k$ of energy $e_k$, the same for both spins. In atomic units,

$$H=\sum_{k\sigma}e_k\hat n_{k\sigma}+\epsilon_a\sum_\sigma \hat n_\sigma+U\hat n_\uparrow\hat n_\downarrow+\sum_{k\sigma}V_k\left(c_\sigma^\dagger c_{k\sigma}+c_{k\sigma}^\dagger c_\sigma\right).$$

Energies are measured from the Fermi energy, $E_F=0$, and the temperature is zero. The coupling enters through

$$\Delta=\pi\sum_k V_k^2\,\delta(E-e_k),$$

taken as independent of $E$ over a band much wider than $\Delta$ and $U$. This is the wide-band assumption. $\Delta$ will prove to be the half-width of the level at half its maximum.

Mean field means that the state is one determinant whose orbitals each have a definite spin. The two spins are then uncorrelated, and $\langle\hat n_\uparrow\hat n_\downarrow\rangle=n_\uparrow n_\downarrow$, where $n_\sigma=\langle\hat n_\sigma\rangle$. The moment is measured by $m=n_\uparrow-n_\downarrow$.

At the symmetric point $\epsilon_a=-U/2$, the empty and doubly occupied isolated orbital have equal energies, $0$ and $2\epsilon_a+U=0$. The result to be derived is that a polarised mean-field solution exists there if and only if

$$U>\pi\Delta .$$

If the full width $\Gamma=2\Delta$ is used instead, the same condition reads $U>\pi\Gamma/2$.

## First derivation: self-consistent occupations

Changing the orbitals of spin $\sigma$ at fixed $n_{-\sigma}$ changes the repulsion energy by $Un_{-\sigma}\,\delta n_\sigma$. An electron of spin $\sigma$ therefore sees the level

$$\epsilon_\sigma=\epsilon_a+Un_{-\sigma}.$$

This is a one-electron problem. Let $G$ and $G_k$ be the resolvent elements from the adsorbate orbital to itself and to orbital $k$. With $E$ carrying an infinitesimal positive imaginary part,

$$(E-\epsilon_\sigma)G=1+\sum_kV_kG_k,\qquad (E-e_k)G_k=V_kG .$$

Inserting the second equation into the first gives

$$G=\frac{1}{E-\epsilon_\sigma-\Sigma(E)},\qquad \Sigma(E)=\sum_k\frac{V_k^2}{E-e_k}.$$

The imaginary part of $1/(E-e_k+i0)$ is $-\pi\delta(E-e_k)$, so $\mathrm{Im}\,\Sigma=-\Delta$. For a band from $-D$ to $D$, the real part is

$$\frac{\Delta}{\pi}\,\mathrm{P}\!\int_{-D}^{D}\frac{de}{E-e}=\frac{\Delta}{\pi}\ln\left|\frac{D+E}{D-E}\right|,$$

which vanishes as $D\to\infty$ at fixed $E$. Hence $\Sigma=-i\Delta$, and the density of states on the adsorbate is

$$\rho_\sigma(E)=-\frac1\pi\mathrm{Im}\,G=\frac1\pi\frac{\Delta}{(E-\epsilon_\sigma)^2+\Delta^2}.$$

It falls to half its maximum at $|E-\epsilon_\sigma|=\Delta$, as announced. Filling it up to $E=0$ gives

$$n_\sigma=\int_{-\infty}^{0}\rho_\sigma\,dE=\frac12-\frac1\pi\arctan\frac{\epsilon_\sigma}{\Delta}. \tag{1}$$

Now set $\epsilon_a=-U/2$ and write $a=n_\uparrow-\tfrac12$, $b=n_\downarrow-\tfrac12$. Then $\epsilon_\uparrow=Ub$ and $\epsilon_\downarrow=Ua$, so (1) becomes

$$a=-g(b),\qquad b=-g(a),\qquad g(x)=\frac1\pi\arctan\frac{Ux}{\Delta}.$$

Because $g$ is odd, these combine into $a=g(g(a))$. Because $g$ increases, this requires $a=g(a)$: if $g(a)>a$, then $g(g(a))>g(a)>a$, and the opposite inequality fails in the same way. Therefore $b=-g(a)=-a$. Every solution has $n_\uparrow+n_\downarrow=1$; half filling follows and need not be imposed.

With $a=m/2$ and $y=\pi m/2$, the remaining equation $a=g(a)$ reads $y=\arctan(Um/2\Delta)$, or

$$\tan y=r\,y,\qquad r=\frac{U}{\pi\Delta}. \tag{2}$$

One root is $y=0$. For $0<y<\pi/2$,

$$\frac{d}{dy}\frac{\tan y}{y}=\frac{y-\sin y\cos y}{y^2\cos^2y}>0,$$

since $\sin y\cos y=\tfrac12\sin2y<y$. The ratio $\tan y/y$ thus rises steadily from 1 to infinity. It equals $r$ at one positive $y$ if $r>1$, and at none if $r\le1$. This proves the condition and shows that the polarised solution is unique up to reversal of the spin.

Two limits show how the moment grows. Near onset, $\tan y/y\simeq1+y^2/3$, so

$$m\simeq\frac2\pi\sqrt{3(r-1)}.$$

At $r=1.01$ this gives 0.1103, against 0.1096 from (2). For large $r$, put $y=\pi/2-\delta$. Then $\tan y\simeq1/\delta$ and $ry\simeq r\pi/2$, so $\delta\simeq2\Delta/U$ and

$$m\simeq1-\frac{4\Delta}{\pi U}.$$

The full moment of the free atom returns as the coupling vanishes.

## Second derivation: the lowest energy of a determinant

The second route asks for the energy of the best determinant with given occupations. It starts from discrete electrode levels and does not use the resolvent.

Let the electrode levels be $e_k=kd$ for all integers $k$, with equal couplings $V$. Their density is $1/d$, so $\Delta=\pi V^2/d$. For one spin with adsorbate level $\epsilon$, an eigenstate of energy $E$ has amplitudes obeying $(E-\epsilon)c=V\sum_kc_k$ and $(E-kd)c_k=Vc$. Eliminating $c_k$ and summing symmetrically in $k$,

$$E-\epsilon=V^2\sum_k\frac1{E-kd}=\Delta\cot\frac{\pi E}{d}. \tag{3}$$

Between neighbouring electrode levels, the right side falls from $+\infty$ to $-\infty$ while the left side rises. Each interval therefore holds one eigenvalue, and none crosses $E=0$ when $\epsilon$ changes. The same number of states stays filled.

Differentiating (3) with respect to $\epsilon$, and using $d\cot x/dx=-(1+\cot^2x)$, gives

$$\frac{dE}{d\epsilon}-1=-\frac{\pi\Delta}{d}\left[1+\frac{(E-\epsilon)^2}{\Delta^2}\right]\frac{dE}{d\epsilon}.$$

For $d\ll\Delta$ the left-hand derivative is negligible beside the right-hand term, so

$$\frac{dE}{d\epsilon}\simeq\frac d\pi\,\frac{\Delta}{\Delta^2+(E-\epsilon)^2}.$$

Let $W(\epsilon)$ be the sum of the filled eigenvalues. Since $\epsilon$ multiplies $\hat n$ in the one-spin Hamiltonian, $dW/d\epsilon=n$. There is one eigenvalue per interval $d$, so the sum over filled states becomes an integral:

$$n=\frac{dW}{d\epsilon}=\frac1\pi\int_{-\infty}^{0}\frac{\Delta\,dE}{\Delta^2+(E-\epsilon)^2}=\frac12-\frac1\pi\arctan\frac\epsilon\Delta .$$

With $a=n-\tfrac12$, this inverts to $\epsilon=-\Delta\tan\pi a$.

Next, let $T(a)$ be the lowest energy of one spin, without the term $\epsilon\hat n$, when its adsorbate occupation is held at $\tfrac12+a$. It is measured from its value at $a=0$. The ground determinant at level $\epsilon$ minimises the energy including $\epsilon n$. Among determinants with the same $n$, it therefore also minimises the energy without that term. Hence $T=W(\epsilon)-\epsilon n-W(0)$, and

$$\frac{dT}{da}=\frac{dW}{d\epsilon}\frac{d\epsilon}{da}-n\frac{d\epsilon}{da}-\epsilon=-\epsilon=\Delta\tan\pi a .$$

Integrating from zero,

$$T(a)=-\frac\Delta\pi\ln\cos\pi a .$$

This is the energy cost of moving the occupation away from one half. It is even and strictly convex, because $T''=\pi\Delta/\cos^2\pi a>0$.

The adsorbate terms at the symmetric point are

$$-\frac U2(1+a+b)+U\left(\tfrac12+a\right)\left(\tfrac12+b\right)=-\frac U4+Uab .$$

Relative to the unpolarised state, the best determinant thus has energy

$$F(a,b)=T(a)+T(b)+Uab .$$

For given magnitudes, opposite signs of $a$ and $b$ lower the last term. Take $a\ge0$ and $b=-\beta\le0$. Convexity gives $T(a)+T(\beta)\ge2T(\tfrac{a+\beta}2)$, and $a\beta\le(\tfrac{a+\beta}2)^2$. Both inequalities favour $\beta=a$. With $a=-b=m/2$,

$$F(m)=-\frac{2\Delta}\pi\ln\cos\frac{\pi m}2-\frac{Um^2}4. \tag{4}$$

Since $\tan x\ge x$ for $x\ge0$, integration gives $-\ln\cos x\ge x^2/2$. Therefore

$$F(m)\ge\frac{\pi\Delta-U}{4}\,m^2 .$$

If $U\le\pi\Delta$, no polarised determinant lies below the unpolarised one. If $U>\pi\Delta$, the small-$m$ form $F\simeq(\pi\Delta-U)m^2/4$ is negative, and polarisation lowers the energy. The condition is recovered. Setting $dF/dm=\Delta\tan(\pi m/2)-Um/2=0$ reproduces (2), so its positive root is the minimum.

The two terms of (4) have direct meanings. The first is the net loss of bonding when the two spins are unequally occupied: the coupling energy rises by twice this amount, and the energy of the electrode's own orbitals falls by half of that rise. This follows because at fixed $a$ the wide-band $T$ is proportional to $V^2$, so the change in coupling energy, $V\,\partial T/\partial V$, equals $2T$; for a band of finite width the factor differs from two. The second is the repulsion saved, because $n_\uparrow n_\downarrow=(1-m^2)/4$.

## What each derivation assumes

Both derivations assume one determinant with definite spins, zero temperature, a wide structureless band and the symmetric level. They differ in what they need beyond this and in what they deliver.

The first uses the self-consistency equations alone. It finds all their solutions and shows that the total occupation is one, but it does not rank the solutions by energy. It needs no particular arrangement of electrode levels, and a band of finite width can be treated by replacing $\Sigma$. The second relies on the variational meaning of the determinant's energy. It uses equally spaced levels before the spacing is taken to zero, and it identifies the lowest state.

The energy also settles stability away from the symmetric point. Let $s=\epsilon_a+U/2$ be the level offset, which adds $s(a+b)$ to $F$. The unpolarised solution has equal occupations $n$ and a common level $\epsilon=\Delta\cot\pi n$. There $T''=\pi\Delta/\sin^2\pi n=1/\rho(0)$. For a small change $\delta a=-\delta b$, the second-order energy is $(T''-U)(\delta a)^2$, so the unpolarised solution is unstable when

$$U\rho(0)>1,\qquad \rho(0)=\frac{\sin^2\pi n}{\pi\Delta}.$$

The density at the Fermi energy is greatest at half filling, where this becomes $U>\pi\Delta$. From $\epsilon=s-U/2+Un$, the offset is

$$s=\Delta\cot\pi n+U\left(\tfrac12-n\right),$$

and the limit of instability is reached at $\sin^2\pi n=\pi\Delta/U$.

## A numerical example

Take round parameters, chosen for illustration and not fitted to silver: $U=4$ eV, $\Delta=2$ eV at a contact distance of 2.5 Å, and $\Delta$ decaying exponentially with a length of 0.6 Å. The level is held at the symmetric point at every distance. The critical half-width is

$$\Delta_c=\frac{4}{\pi}=1.273\ \text{eV}\quad(0.0468\ \text{hartree}),$$

and it is reached at

$$z_c=2.5+0.6\ln\frac{2}{1.273}=2.77\ \text{Å}.$$

Closer in, this mean-field model has no moment. At 3.0 Å the half-width is 0.869 eV, so $\pi\Delta=2.731$ eV and $r=1.465$. Equation (2) gives $m=0.602$, which is 60% of the free atom's moment. The energy gain from (4) is

$$\frac{4(0.6019)^2}{4}-0.2963=0.3623-0.2963=0.066\ \text{eV}.$$

The repulsion saved is largely cancelled by the lost bonding. The gain is about 2.6 times the thermal energy of 0.0257 eV at 298.15 K.

A self-consistent diagonalisation with 201 discrete electrode levels tests these results. It also gives $m=0.602$ and a gain of 0.066 eV. At $U=0.8\pi\Delta$ its moment decays to below $10^{-8}$, and at $U=1.1\pi\Delta$ it gives 0.3290, against 0.3295 from (2).

## How far the real case departs from the model

The symmetric level is a special choice. In plating, a solvated silver ion becomes a neutral atom, and its level moves during discharge. At 3.0 Å the limiting occupation is $n=0.3095$ per spin, and the allowed offset is

$$|s|=0.593+4(0.1905)=1.355\ \text{eV}.$$

Iteration from a strongly polarised start gives $m=0.13$ at 0.98 of this offset and no moment at 1.02.

A simple solvent model shows what this means. A classical coordinate $q$ with energy $\lambda q^2-2\lambda q(n_\uparrow+n_\downarrow-1)$ shifts the level by $-2\lambda q$. For a rough reorganisation energy $\lambda=1$ eV:

- If the solvent is frozen in the arrangement that suits the ion, $q=-1$. The level rises by 2 eV, beyond the limit, and the unpolarised solution is stable at this distance.
- Thermal motion of the bare solvent has $\langle q^2\rangle=kT/2\lambda$. The level then spreads by $\sqrt{2\lambda kT}=0.23$ eV, well inside the limit.
- If the solvent relaxes fully, $q=n_\uparrow+n_\downarrow-1$, and it adds $-\lambda(a+b)^2$ to $F$. This vanishes for $b=-a$. Since $ab=[(a+b)^2-m^2]/4$, the total coefficient of $(a+b)^2$ is $U/4-\lambda$, which is zero here. Convexity of $T$ still selects $a+b=0$, so the moment is unchanged.

The finite band matters more than temperature. For a half-bandwidth $D$, evaluating $\Sigma$ at imaginary energy $i\omega$ gives $-i\Delta(\omega)$, with

$$\Delta(\omega)=\frac{2\Delta}\pi\arctan\frac D\omega .$$

Because $\partial G/\partial\epsilon=G^2$, the occupation response is $-\partial n/\partial\epsilon=\frac1\pi\mathrm{Im}\int_{-\infty}^0G^2dE$. Turning the path onto the positive imaginary axis, where $G^2=-1/[\omega+\Delta(\omega)]^2$ at $\epsilon=0$, yields

$$-\frac{\partial n}{\partial\epsilon}=\frac1\pi\int_0^\infty\frac{d\omega}{[\omega+\Delta(\omega)]^2}.$$

Since $\Delta(\omega)<\Delta$ for $\omega>0$, the response exceeds $1/\pi\Delta$, and the threshold, its inverse, falls. With $D=5$ eV and $\Delta=1.273$ eV, it is 3.51 eV instead of 4 eV, a reduction of 12%. The worked example changes more. With the same $D$, the moment at 3.0 Å is 0.705 instead of 0.602, the energy gain is 0.112 eV instead of 0.066 eV, and the onset lies at 2.68 Å instead of 2.77 Å. The example's numbers therefore hold only for the wide band.

At finite temperature the response is the thermal average of $\rho(E)\simeq(1-E^2/\Delta^2)/\pi\Delta$ around the Fermi energy. The average of $E^2$ is $\pi^2(kT)^2/3$, so to leading order the response is multiplied by

$$1-\frac{\pi^2}{3}\left(\frac{kT}{\Delta}\right)^2=0.9987$$

at $\Delta_c$ and 298.15 K. The threshold rises by only 0.13%.

Image screening makes $U$ depend on distance. A unit charge of either sign at distance $z$ from the image plane is stabilised by $1/4z$ in atomic units. The repulsion is the energy of the positive ion plus that of the negative ion, less twice that of the neutral atom, so it is lowered by $1/2z$. If $U=4$ eV is assigned to contact and 2.5 Å is measured from the image plane, $U$ rises to 4.48 eV at 3.0 Å. The onset moves inward from 2.77 to 2.73 Å. Electronic screening by the bath is left out of this estimate.

The most serious omission is correlation between the spins. Exact diagonalisation at 3.0 Å, with the electrode reduced to five or seven levels and equal numbers of up and down electrons, gives a lowest state that is non-degenerate among such states and has $m=0$, although mean field gives $m=0.55$ and 0.56 for the same clusters. The exact ground energy lies below the mean-field energy by 0.185 and 0.174 eV respectively. Both values exceed the polarisation gain of 0.066 eV found for the continuous band. The clusters are coarse: nine levels give 0.167 eV, and halving or doubling the energy scale of the level mesh moves the seven- and nine-level values by up to about 0.01 eV. The mean-field moments of the five- and seven-level clusters are more sensitive and range from 0.40 to 0.65 under the same change. The values still fall with cluster size. Second-order perturbation theory in $U$ for the continuous wide band lowers the unpolarised energy by $0.0369\,\pi\Delta r^2=0.216$ eV, which is about 0.15 eV below the polarised mean-field energy, so the clusters probably overestimate the missing energy by a few hundredths of an eV. The results size the error without being converged values for a metal.

A moment can nevertheless be present as a fluctuation. In the seven-level cluster, the mean square of $\hat n_\uparrow-\hat n_\downarrow$ is 0.58, 0.65 and 0.71 at $U/\pi\Delta=0.5$, 1.0 and 1.5. Halving or doubling the energy scale of the mesh moves the value at 3.0 Å, which is 0.71, by up to 0.02. At half filling this mean square equals $1-2\langle\hat n_\uparrow\hat n_\downarrow\rangle$, which is 0.5 without repulsion and 1 for the free atom. The repulsion thus strengthens the fluctuating moment already below the mean-field threshold. For an infinite electrode it is an established result, not derived here, that the ground state of this model also has no static moment. The condition $U>\pi\Delta$ therefore locates an instability of the mean-field description. It does not predict a permanent moment on a real adsorbed atom.

## Computed results

```
Repulsion U: 4.00 eV
Half-width at contact: 2.00 eV
Contact distance: 2.50 angstrom
Decay length of half-width: 0.60 angstrom
Critical half-width U/pi: 1.2732 eV
Critical half-width: 0.04679 hartree
Onset distance: 2.771 angstrom
Example distance: 3.00 angstrom
Half-width there: 0.8692 eV
Threshold pi*Delta there: 2.7307 eV
Threshold from diagonalisation: 2.7324 eV
U/(pi*Delta) there: 1.4648 (no unit)
Polarisation m, formula: 0.6019 electrons
Polarisation m, diagonalisation: 0.6023 electrons
Total occupation, diagonalisation: 1.00000 electrons
Energy gain, formula: 0.0660 eV
Energy gain, diagonalisation: 0.0660 eV
abs(m) at U = 0.8 pi*Delta: 9.5e-09 electrons
m at U = 1.1 pi*Delta, diagonalisation: 0.3290 electrons
m at U = 1.1 pi*Delta, formula: 0.3295 electrons
m at U = 1.01 pi*Delta: 0.1096 electrons
Same, square-root law: 0.1103 electrons
Occupation per spin at offset limit: 0.3095 electrons
Level offset limit, plus or minus: 1.355 eV
m at 0.98 of offset limit: 0.1319 electrons
m at 1.02 of offset limit: 4.6e-15 electrons
Temperature: 298.15 K
Thermal energy kT: 0.02569 eV
Thermal response factor: 0.998668 (no unit)
Half-bandwidth in band test: 5.00 eV
Threshold U, finite band, critical width: 3.507 eV
Same, diagonalisation: 3.520 eV
U at 3 angstrom with image change: 4.480 eV
Onset distance with image change: 2.735 angstrom
Solvent reorganisation energy: 1.00 eV
m with relaxed solvent, grid: 0.6000 electrons
Thermal level spread from solvent: 0.227 eV
Level shift in frozen ion solvation: 2.00 eV
5 levels: mean-field m 0.5475 electrons
5 levels: exact abs(m) 1.9e-15 electrons
5 levels: exact mean m squared 0.7112 (no unit)
5 levels: missed correlation energy 0.1846 eV
5 levels: exact first excitation 0.3310 eV
7 levels: mean-field m 0.5591 electrons
7 levels: exact abs(m) 3.7e-15 electrons
7 levels: exact mean m squared 0.7066 (no unit)
7 levels: missed correlation energy 0.1739 eV
7 levels: exact first excitation 0.2582 eV
Correlation energy shift, 5 to 7 levels: -0.0107 eV
Exact mean m squared at U = 0.5 pi*Delta: 0.5761 (no unit)
Exact mean m squared at U = 1.0 pi*Delta: 0.6475 (no unit)
Exact mean m squared at U = 1.5 pi*Delta: 0.7107 (no unit)
```
